Quadrature squeezing in the resonance fluorescence of a two-level atom

**A superposition that can be read at sight**

Take an atom with ground state |g⟩ and excited state |e⟩, prepared in

|ψ⟩ = √(1−p) |g⟩ + √p |e⟩.

Let σ = |g⟩⟨e| be the lowering operator. The light emitted by the atom has an amplitude proportional to σ, so we study the quadrature

X_θ = (σe^{−iθ} + σ†e^{iθ})/2.

In normal order, with every σ† to the left of every σ, its square is

:X_θ²: = (2σ†σ + σ²e^{−2iθ} + σ†²e^{2iθ})/4.

An atom with one excitation cannot be lowered twice, so σ² = 0 and ⟨:X_θ²:⟩ = p/2. The mean at θ = 0 is ⟨X₀⟩ = √(p(1−p)). Hence

⟨:ΔX₀²:⟩ = p/2 − p(1−p) = p² − p/2.

This is negative for 0 < p < 1/2. A classical fluctuating amplitude would give a variance that is zero or positive; a negative value means less noise than the vacuum. The minimum, at p = 1/4, is −1/16. Since every state obeys |⟨σ⟩|² ≤ p(1−p), no two-level state goes lower.

An atom that fluoresces steadily is not in a pure state, because each emission interrupts its coherence. The result to be shown is that its smallest normally ordered variance is

V = s(s−1)/[4(1+s)²],

where s is the saturation parameter defined below. V is negative for 0 < s < 1, and its minimum is −1/32 at s = 1/3. The number belongs to the factor 1/2 in X_θ; without that factor it would be −1/8.

**The atom, the drive and the emitted light**

We use Gaussian units. The dipole matrix element is d, the atomic frequency ω₀, and the laser field along the dipole is −E₀ cos ω_L t, a choice of time origin. The interaction −dE(σ+σ†) is then dE₀ cos(ω_L t)(σ+σ†). In the frame rotating at ω_L we drop the terms oscillating at 2ω_L, which requires Ω, Γ and |Δ| to be small compared with ω₀. This leaves

H = −ħΔσ†σ + (ħΩ/2)(σ+σ†),  Δ = ω_L − ω₀,  ħΩ = dE₀.

The golden rule gives the spontaneous rate. A mode in volume L³ has squared coupling (2πħω/L³)(d·ε)². The two polarizations together give d² sin²ϑ, with ϑ measured from the dipole, and there are L³ω² dω dO/(2πc)³ modes per polarization in solid angle dO. With ∫sin²ϑ dO = 8π/3,

Γ = (2π/ħ²)(2πħω₀)d²(8π/3)ω₀²/(8π³c³) = 4ω₀³d²/(3ħc³).

In the Markov approximation, the atom meets a fresh vacuum mode b in each short interval δt, and the two are coupled by the unitary operator e^K with

K = √(Γδt)(σb† − σ†b).

An atomic operator A becomes A − [K,A] + ½(K²A − 2KAK + AK²) + …. In the vacuum of b the first-order term averages to zero, while K² gives −Γδt σ†σ and KAK gives −Γδt σ†Aσ. Adding the motion due to H and dividing by δt,

d⟨A⟩/dt = (i/ħ)⟨[H,A]⟩ + Γ⟨σ†Aσ − ½σ†σA − ½Aσ†σ⟩.

The same map tells us what leaves the atom. Since [K,b] = −√(Γδt) σ,

b_out = b + √(Γδt) σ + ….

In normally ordered averages b acts on the vacuum and gives zero. To first order in δt we have ⟨b_out†b_out⟩ = Γδt⟨σ†σ⟩ and ⟨b_out²⟩ = Γδt⟨σ²⟩ = 0. A normalized mode has vacuum variance 1/4, so the emitted time bin has the quadrature variance

1/4 + Γδt⟨:ΔX_θ²:⟩.

A negative atomic expression is therefore a real reduction of the noise of the light. The size of the reduction in a short bin is small, since the factor Γδt is small; −1/32 is not the variance of one normalized mode.

In space, an oscillating dipole radiates the transverse field k²d sinϑ/r at distances kr ≫ 1, with k = ω₀/c. Maxwell's equations are linear, so this holds for operators too. With the retarded time t_r = t − r/c,

E = 2𝓔X_θ(t_r) + free field,  𝓔 = k²d sinϑ/r,  θ = ω_L t_r.

The free field does not contribute to the normally ordered variance, for the reason seen in the time bins. Laser light reaching the detector, if it is in a coherent state, would change the mean and not the variance. Thus

⟨:ΔE²:⟩ = 4𝓔²⟨:ΔX_θ²:⟩.

The factor can be checked by energy. The flux averaged over an optical period is c𝓔²p/(2π), with p = ⟨σ†σ⟩. Over the sphere it gives 4ck⁴d²p/3 = ħω₀Γp, one photon energy per spontaneous decay.

**First derivation: solve the equations of motion**

We need [σ†σ,σ] = −σ and [σ†,σ] = 2σ†σ − 1. Put A = σ and then A = σ†σ in the equation of motion. In the damping term, σ²= 0 removes all but −(Γ/2)σ in the first case and −Γσ†σ in the second. With w = 2p − 1,

d⟨σ⟩/dt = (iΔ − Γ/2)⟨σ⟩ + (iΩ/2)w,

dp/dt = −Γp − Ω Im⟨σ⟩.

In the steady state the first equation gives

⟨σ⟩ = (iΩw/2)/(Γ/2 − iΔ) = (Ωw/2)(−Δ + iΓ/2)/(Δ² + Γ²/4).

Define

s = (Ω²/2)/(Δ² + Γ²/4),

which is 2Ω²/Γ² on resonance. The second equation becomes p = −(Ω/Γ)Im⟨σ⟩ = −sw/2 = s(1−2p)/2. Solving for p, and then squaring ⟨σ⟩ with w = −1/(1+s),

p = s/[2(1+s)],

|⟨σ⟩|² = (Ω²/4)w²/(Δ² + Γ²/4) = s/[2(1+s)²].

Let φ be the angle between θ and the phase of ⟨σ⟩. Then ⟨X_θ⟩ = |⟨σ⟩|cosφ, and

⟨:ΔX_θ²:⟩ = p/2 − |⟨σ⟩|²cos²φ.

The smallest value lies at φ = 0, in phase with the mean dipole:

V = s/[4(1+s)] − s/[2(1+s)²] = s(s−1)/[4(1+s)²].

Its derivative is

dV/ds = [(2s−1)(1+s) − 2(s²−s)]/[4(1+s)³] = (3s−1)/[4(1+s)³].

V falls until s = 1/3 and rises afterwards. There

V = (1/3)(−2/3)/[4(16/9)] = −1/32.

Detuning enters through s and through the phase of ⟨σ⟩. It turns the squeezed quadrature and calls for a stronger drive, but it leaves the minimum unchanged.

The origin of the squeezing is clearest when the fluctuation Δσ = σ − ⟨σ⟩ is separated. Its intensity and its anomalous correlation are

⟨Δσ†Δσ⟩ = p − |⟨σ⟩|² = s²/[2(1+s)²],  ⟨ΔσΔσ⟩ = −⟨σ⟩².

At φ = 0 the variance is half the sum of the first and of −|⟨σ⟩|². At weak drive the incoherent intensity is of order s², while the anomalous correlation is of order s. The latter wins, and V ≈ −s/4. Most of the weakly scattered light is coherent, yet its small fluctuating part carries a phase correlation much larger than its own intensity. At strong drive ⟨σ⟩ vanishes, p tends to 1/2, and V tends to +1/4.

Some values from the steady state of the master equation show the crossover:

s = 0.01: V = −0.0024
s = 0.10: V = −0.0186
s = 1/3: V = −0.0313
s = 0.50: V = −0.0278
s = 1.00: V = 0
s = 2.00: V = +0.0556

The weak-drive law would give −0.0025 in the first row, close to the full value. At s = 1/3 it would give −0.083, far too deep. The optimum lies outside the perturbative regime.

**Second derivation: balance the length of the Bloch vector**

The same minimum follows without solving for the driven motion. The state of the atom is fixed by ⟨σ⟩ and w, and its purity is

Tr ρ² = (1+R²)/2,  R² = 4|⟨σ⟩|² + w².

A Hamiltonian changes ρ by a unitary transformation and cannot change R. In a steady state R is constant, so the change due to damping alone must also vanish. Damping gives d⟨σ⟩/dt = −(Γ/2)⟨σ⟩ and dp/dt = −Γp, which means

d|⟨σ⟩|²/dt = −Γ|⟨σ⟩|²,  dw/dt = −2Γp = −Γ(1+w).

Therefore

0 = dR²/dt = −4Γ|⟨σ⟩|² − 2Γw(1+w).

With 1+w = 2p and −w = 1−2p this becomes

|⟨σ⟩|² = p(1−2p).

The variance in phase with the dipole is now a quadratic function of the population:

V = p/2 − p(1−2p) = 2p² − p/2 = 2(p − 1/8)² − 1/32.

The lower bound −1/32 can be read off, and it is reached if the drive can hold p at 1/8. To find that drive on resonance, note that the drive term in d⟨σ⟩/dt is imaginary. The real part of ⟨σ⟩ decays, and |Im⟨σ⟩| = |⟨σ⟩|. Energy balance, Γp = Ω|⟨σ⟩|, then gives

Γ²p² = Ω²p(1−2p),  Ω²/Γ² = p/(1−2p) = (1/8)/(3/4) = 1/6.

This is s = 2Ω²/Γ² = 1/3, as before.

The result can be set beside the pure superposition of the opening, where V = p² − p/2. Spontaneous emission lowers |⟨σ⟩|² from p(1−p) to p(1−2p). The cost p² in the variance is thereby doubled, the best population falls from 1/4 to 1/8, and the depth falls from 1/16 to 1/32. Steady fluorescence reaches half of what a two-level state allows.

**What each derivation assumes**

Both derivations need a single excitation, so that σ² = 0; a free field in vacuum apart from the coherent drive; Markovian damping; and a coherence that decays at half the population rate. Both refer to the steady state. They say nothing against a deeper transient: a suitably prepared pure state has V = −1/16 at the instant of preparation.

The first derivation uses the particular Hamiltonian of a monochromatic drive in the rotating-wave approximation. In return it gives V as a function of laser strength and detuning, and the phase of the squeezed quadrature. Beyond the shared assumptions, the second needs only that the part of the motion not due to damping is generated by a Hamiltonian, and that a steady state exists in the rotating frame. Its bound holds for any constant two-level Hamiltonian in that frame. It does not say which population a given drive produces; for that, one equation of motion had to be brought back.

The second route also shows at once what happens when the common assumption about coherence fails. Let pure dephasing at rate γ raise the coherence decay to Γ₂ = Γ/2 + γ. Then d|⟨σ⟩|²/dt = −2Γ₂|⟨σ⟩|² under damping, and the balance of R² gives

|⟨σ⟩|² = [Γ/(2Γ₂)] p(1−2p).

With a = Γ/Γ₂ − 1, so that Γ/(2Γ₂) = (1+a)/2,

V = p/2 − (1+a)p(1−2p)/2 = (1+a)p² − ap/2.

For a > 0 the minimum is −a²/[16(1+a)], at p = a/[4(1+a)]. For a ≤ 0, that is γ ≥ Γ/2, V is positive at every p > 0 and no drive makes the equal-time variance negative. This does not exclude a small noise reduction at single frequencies: for γ = Γ/2, Δ = 2Γ and Ω = 0.54Γ we have V = +0.0008, yet the homodyne noise S(0) defined below, at the oscillator phase of least noise and η = 1, is 0.995.

The first route supplies the drive. Replacing Γ/2 by Γ₂ in the equation for ⟨σ⟩ again gives p = −sw/2, now with s = Ω²Γ₂/[Γ(Δ²+Γ₂²)]. Hence s = 2p/(1−2p) = a/(2+a) at the minimum. For γ = 0.1Γ we have Γ₂ = 0.6Γ and a = 2/3, so s = 0.25 and V = −0.0167. A dephasing rate of one tenth of Γ removes almost half of the depth of V.

**What a homodyne detector sees**

A homodyne detector mixes the light with a strong local oscillator of phase θ and records the quadratures of successive time bins. Take θ in phase with the mean dipole. Bins separated by τ have covariance ΓδtC(τ), where C is the correlation of X_θ in normal and time order. For τ > 0 it is

C(τ) = Re[e^{−iθ}⟨X_θ(τ)σ(0)⟩] − ⟨X_θ⟩²,  C(0) = V.

Loss mixes in vacuum and multiplies normally ordered second moments by the detection efficiency η. Dividing the noise power by the vacuum level, 1/4 per bin, gives

S(ω) = 1 + 8ηΓ ∫₀^∞ C(τ) cos ωτ dτ.

Fourier inversion at τ = 0 yields

∫(S−1) dω/2π = 4ηΓV.

The variance V thus measures the noise reduction summed over the whole spectrum. For η = 1 and s = 1/3 the sum is −Γ/8.

The noise at line centre follows from two linear equations. On resonance ⟨σ⟩ = −iΩ/[Γ(1+s)], so θ = −π/2 and X = i(σ−σ†)/2. Its mean is x = Ω/[Γ(1+s)], and p = Ωx/Γ. The equations of motion read

d⟨X⟩/dt = −(Γ/2)⟨X⟩ − Ω⟨σ†σ⟩ + Ω/2,

d⟨σ†σ⟩/dt = −Γ⟨σ†σ⟩ + Ω⟨X⟩.

By the regression theorem, valid under the Markov assumption already made, correlations with iσ(0) obey the same equations. Subtracting the product of the means removes the constant term. The initial values are V for X and −px for σ†σ, because σ†σ·iσ = 0 and ⟨iσ⟩ = x. Let U and W be the integrals of the two correlations from 0 to ∞. Integrating the equations gives

(Γ/2)U + ΩW = V,  ΓW − ΩU = −px.

Insert W = (ΩU − px)/Γ in the first, and use Ω²/Γ = sΓ/2 and Ωx/Γ = p:

(Γ/2)(1+s)U = V + p² = s(2s−1)/[4(1+s)²].

Since S(0) = 1 + 8ηΓU,

S(0) = 1 + 4ηs(2s−1)/(1+s)³.

On resonance, squeezing of this quadrature at line centre requires s < 1/2. Between 1/2 and 1 the integrated noise is still below the vacuum level, so the reduction must sit away from the centre. A positive V does not end it either: at s = 2 and η = 1, S(ω) still dips to about 0.94 near ω = 2.5Γ, while the excess noise near the centre makes the sum positive. The derivative of S(0) vanishes when 2s² − 6s + 1 = 0, and the root below 1/2 is s = (3−√7)/2 ≈ 0.177. There S(0) = 0.72 for η = 1, against 0.81 at s = 1/3. The best drive depends on whether one asks for the total variance or for the noise at one frequency.

**Numbers for a model emitter**

Take a wavelength of 600 nm and a dipole moment 2ea₀ = 5.08×10⁻¹⁸ statC cm, with e the elementary charge and a₀ the Bohr radius. The formula for Γ gives 3.75×10⁷ s⁻¹. On resonance at s = 1/3,

Ω = 0.408 × 3.75×10⁷ s⁻¹ = 1.53×10⁷ rad/s.

The drive amplitude is E₀ = ħΩ/d = 3.18×10⁻³ statV/cm, and the intensity cE₀²/(8π) is 1.20×10⁴ erg/(s cm²). The excited population is 1/8, so the atom emits 0.125 × 3.75×10⁷ = 4.69×10⁶ photons per second. Three quarters of this intensity is coherent, the ratio |⟨σ⟩|²/p = 0.09375/0.125.

Put the detector 10 µm away, perpendicular to the dipole. With k = 2π/(6×10⁻⁵ cm) = 1.05×10⁵ cm⁻¹, kr is about 105 and the far field applies. The amplitude 𝓔 = k²d/r is 5.57×10⁻⁵ statV/cm, and

⟨:ΔE²:⟩ = 4 × (5.57×10⁻⁵)² × (−1/32) = −3.9×10⁻¹⁰ statV²/cm²,

or −0.35 V²/m². This is a change relative to the vacuum fluctuations, not a total variance. It is also the value at the best phase. Since θ advances with the optical cycle, the field is squeezed while cos²φ > (1+s)/2 = 2/3, within 35.3° on either side of the dipole phase or its opposite. That is about 39 percent of each cycle. A quarter cycle from the best phase the normally ordered variance of X_θ is +0.0625, twice as large in size as the reduction.

If a tenth of the emitted light is detected, the noise at line centre is

S(0) = 1 − 0.1 × 0.1875 = 0.981,

which is 0.08 dB below shot noise. At this efficiency the limit on the observed squeezing is set mainly by the light that is lost: with η = 1 the same atom would give 0.8125. The numerical output below lists the main values, including V obtained independently from the emitted time bins.

Table of computed values

```
Dimensionless results, master equation
optimal s: 0.33333
smallest variance V: -0.031250
-1/32: -0.031250
V from emitted time bins: -0.031250
bound over all two-level states: -0.062500
population at that bound: 0.250
Table: s, population, |mean dipole|^2, V
0.0100 0.004950 0.004901 -0.002426
0.1000 0.045455 0.041322 -0.018595
0.3333 0.125000 0.093750 -0.031250
0.5000 0.166667 0.111111 -0.027778
1.0000 0.250000 0.125000 0.000000
2.0000 0.333333 0.111111 0.055556
At s = 1/3 on resonance
Omega/Gamma: 0.40825
coherent fraction of intensity: 0.7500
variance, orthogonal quadrature: 0.062500
squeezing half-window: 35.264 degrees
S(0), eta = 1: 0.8125
integral of (S-1) dw/2pi, eta = 1: -0.12500 Gamma
Deepest noise reduction at line centre, eta = 1
s: 0.177
S(0): 0.7195
Pure dephasing gamma = 0.1 Gamma
optimal s: 0.2500
smallest V: -0.016667
Model emitter, Gaussian units
wavelength: 600 nm
dipole moment: 5.0835e-18 statC cm
angular frequency: 3.1394e+15 rad/s
Gamma: 3.7521e+07 1/s
Omega at s = 1/3: 1.5318e+07 rad/s
drive amplitude: 3.1777e-03 statV/cm
drive intensity: 1.2045e+04 erg/(s cm^2)
excited population: 0.1250
photon emission rate: 4.6901e+06 1/s
detector distance: 10 micrometre
source field amplitude: 5.5747e-05 statV/cm
field variance: -3.8846e-10 statV^2/cm^2
field variance: -3.4913e-01 V^2/m^2
detection efficiency: 0.10
S(0) at this efficiency: 0.98125
S(0) in decibels: -0.0822 dB
```
